# Rayleigh Scattering by Hydrogen 1s: Low-Frequency Law and Interference Zero

## 1. Definitions and conventions

The algebra uses atomic units, $\hbar=m_e=e=4\pi\epsilon_0=1$, so that $c\approx137$. The atom is nonrelativistic and spinless, with a fixed nucleus:

$$H=\frac{p^2}{2}-\frac1r,\qquad \phi_0=\frac{e^{-r}}{\sqrt\pi},\qquad E_0=-\frac12 .$$

The ionization frequency is $\omega_{\rm ion}=1/2$, and $x=\omega/\omega_{\rm ion}=2\omega$. For an eigenstate $n$ write $\omega_n=E_n-E_0$ and $z_{n0}=\langle n|z|0\rangle$. Sums over $n$ include the continuum. The p levels lie at $\omega_n=\frac12(1-1/n^2)$: Lyman alpha is at $3/8$ and Lyman beta at $4/9$. The dynamic polarizability of 1s is

$$\alpha(\omega)=\sum_n|z_{n0}|^2\left[\frac1{\omega_n-\omega}+\frac1{\omega_n+\omega}\right]=\sum_n\frac{f_n}{\omega_n^2-\omega^2},\qquad f_n=2\omega_n|z_{n0}|^2 .$$

The Thomson cross section is $\sigma_T=8\pi/(3c^4)$. Three approximations hold throughout: the field is uniform over the atom (dipole approximation), the scattering amplitude is taken to second order in the field, and level widths are neglected. The frequency is below threshold and not on a line, except where stated.

## 2. The cross section

A photon $(\omega,\boldsymbol\epsilon)$ comes in, a photon $(\omega',\boldsymbol\epsilon')$ goes out, and the atom passes from 1s to an s state $f$, with $\omega'=\omega-(E_f-E_0)$. The electron's dipole is $-\mathbf r$, so the coupling $-\mathbf d\cdot\mathbf E$ equals $\mathbf r\cdot\mathbf E$. In a volume $V$, absorption carries the field factor $i\sqrt{2\pi\omega/V}$ and emission $-i\sqrt{2\pi\omega'/V}$. Their product is $2\pi\sqrt{\omega\omega'}/V$.

If absorption comes first, the energy denominator is $E_0+\omega-E_n=-(\omega_n-\omega)$. If emission comes first, it is $E_0-\omega'-E_n=-(\omega_n+\omega')$. Between s states the sum over the three orientations of an intermediate p state gives $\sum_m\langle f|r_i|nm\rangle\langle nm|r_j|0\rangle=\delta_{ij}z_{fn}z_{n0}$. Hence

$$T=-\frac{2\pi\sqrt{\omega\omega'}}V(\boldsymbol\epsilon'^*\!\cdot\boldsymbol\epsilon)\,M,\qquad M=\sum_n z_{fn}z_{n0}\left[\frac1{\omega_n-\omega}+\frac1{\omega_n+\omega'}\right].$$

The rate is $2\pi|T|^2$ times the density of final photon states, $V\omega'^2d\Omega/(8\pi^3c^3)$. Dividing by the incident flux $c/V$ gives

$$\frac{d\sigma}{d\Omega}=\frac Vc\,2\pi\,\frac{4\pi^2\omega\omega'}{V^2}\,\frac{V\omega'^2}{8\pi^3c^3}\,|\boldsymbol\epsilon'^*\!\cdot\boldsymbol\epsilon|^2M^2=\frac{\omega\omega'^3}{c^4}|\boldsymbol\epsilon'^*\!\cdot\boldsymbol\epsilon|^2M^2 .$$

For an outgoing direction $\hat{\mathbf k}$, the sum over the two final polarizations is $1-|\hat{\mathbf k}\cdot\boldsymbol\epsilon|^2$. Its integral over directions is $4\pi-4\pi/3=8\pi/3$. Therefore

$$\sigma=\sigma_T\,\omega\omega'^3M^2 .$$

For elastic scattering $f=0$, $\omega'=\omega$ and $M=\alpha(\omega)$:

$$\boxed{\sigma=\sigma_T\,[\omega^2\alpha(\omega)]^2}$$

## 3. Where the free-electron term goes

With the coupling $\mathbf p\cdot\mathbf A/c+A^2/2c^2$, the $A^2$ term scatters like a free electron even at low frequency. The same $T$ must nevertheless result. The field factors are now $\sqrt{2\pi/(\omega V)}$ and $\sqrt{2\pi/(\omega'V)}$, and

$$T=\frac{2\pi}{V\sqrt{\omega\omega'}}(\boldsymbol\epsilon'^*\!\cdot\boldsymbol\epsilon)\,A,\qquad A=\delta_{f0}-\sum_np_{fn}p_{n0}\left[\frac1{\omega_n-\omega}+\frac1{\omega_n+\omega'}\right],$$

where $p$ is the $z$ component. From $p=i[H,z]$,

$$p_{fn}p_{n0}=-(E_f-E_n)(E_n-E_0)z_{fn}z_{n0}=(\omega_n-\omega+\omega')\,\omega_n\,z_{fn}z_{n0}.$$

Dividing out the two denominators gives

$$\frac{\omega_n(\omega_n-\omega+\omega')}{\omega_n-\omega}=\omega_n+\omega'+\frac{\omega\omega'}{\omega_n-\omega},\qquad
\frac{\omega_n(\omega_n-\omega+\omega')}{\omega_n+\omega'}=\omega_n-\omega+\frac{\omega\omega'}{\omega_n+\omega'} .$$

The parts without denominators add up to $2\omega_n-\omega+\omega'=2E_n-E_0-E_f$. Their sum is a double commutator:

$$\sum_nz_{fn}z_{n0}(2E_n-E_0-E_f)=\langle f|[z,[H,z]]|0\rangle=\delta_{f0},$$

because $[H,z]=-ip$ and $[z,-ip]=1$. The free-electron term cancels, leaving $A=-\omega\omega'M$ and the $T$ of section 2. Numerical tests confirm this equality for elastic scattering at three frequencies and for one Raman case.

For $f=0$ the commutator result reads $\sum_nf_n=1$. It fixes the opposite limit. When $\omega$ is far above the excitation energies that carry the strength, but still $\omega\ll c$ so that the dipole approximation holds, $\alpha\to-1/\omega^2$ and $\sigma\to\sigma_T$ at leading order. The electron then responds as if free. At low frequency the binding force holds it back, and the amplitude falls as $\omega^2$.

## 4. The low-frequency law

Since $1/(\omega_n-\omega)+1/(\omega_n+\omega)=2\omega_n/(\omega_n^2-\omega^2)$,

$$\alpha(\omega)=2\sum_n|z_{n0}|^2\left(\frac1{\omega_n}+\frac{\omega^2}{\omega_n^3}+\dots\right).$$

Define $\phi_1,\phi_2$ by $(H-E_0)\phi_1=z\phi_0$ and $(H-E_0)\phi_2=\phi_1$. Then the static value is $2\langle z\phi_0|\phi_1\rangle$ and the coefficient of $\omega^2$ is $2\langle\phi_1|\phi_2\rangle$.

Try $\phi=f(r)\cos\theta\,\phi_0$. Because $\nabla\phi_0=-\hat{\mathbf r}\phi_0$, the cross term of the Laplacian contributes $+f'$:

$$(H-E_0)\phi=\phi_0\cos\theta\left[-\frac12\left(f''+\frac{2f'}r-\frac{2f}{r^2}\right)+f'\right].$$

The bracket turns $r$ into $1$, $r^2$ into $-2+2r$, and $r^3$ into $-5r+3r^2$.

**First function.** The bracket must equal $r$. With $f_1=ar+r^2/2$ it is $a-1+r$, so $a=1$ and $f_1=r+r^2/2$. No p-wave eigenstate has energy $E_0$, so nothing can be added to this solution. Using $\langle\cos^2\theta\rangle=1/3$ and $\int_0^\infty r^ne^{-2r}dr=n!/2^{n+1}$,

$$\alpha(0)=2\cdot\frac13\cdot4\int_0^\infty r^2e^{-2r}\left(r^2+\frac{r^3}2\right)dr=\frac83\left(\frac34+\frac{15}{16}\right)=\frac92 .$$

**Second function.** With $f_2=ar+br^2+dr^3$ the bracket is $(a-2b)+(2b-5d)r+3dr^2$, which must equal $r+r^2/2$. So $d=1/6$, $b=11/12$, $a=11/6$. The product is

$$f_1f_2=\frac{11}6r^2+\frac{11}6r^3+\frac58r^4+\frac1{12}r^5,$$

and therefore

$$2\langle\phi_1|\phi_2\rangle=\frac83\left(\frac{11}8+\frac{55}{16}+\frac{225}{64}+\frac{105}{64}\right)=\frac83\cdot\frac{319}{32}=\frac{319}{12}.$$

**Cross section.** With $\omega=x/2$, the leading term is $\omega^4(9/2)^2=(81/4)(x^4/16)$. The relative correction is $2\,\frac{319/12}{9/2}\,\frac{x^2}4=\frac{319}{108}x^2$. Thus

$$\boxed{\frac{\sigma}{\sigma_T}=\frac{81}{64}x^4\left[1+\frac{319}{108}x^2+O(x^4)\right]}$$

As an example, a photon of 2 eV has $x=2/13.6057=0.1470$, and the leading law gives $1.2656\,x^4=5.91\times10^{-4}$. The table compares the laws with the full $\sigma/\sigma_T$ of section 5.

| Energy (eV) | Full | Leading | With $x^2$ term |
|---|---|---|---|
| 1 | $3.753\times10^{-5}$ | $3.693\times10^{-5}$ | $3.752\times10^{-5}$ |
| 2 | $6.307\times10^{-4}$ | $5.909\times10^{-4}$ | $6.287\times10^{-4}$ |
| 4 | $1.247\times10^{-2}$ | $9.455\times10^{-3}$ | $1.187\times10^{-2}$ |
| 8 | 0.743 | 0.151 | 0.306 |

Relative to the full value, the leading law is low by 1.6% at 1 eV, 6% at 2 eV and 24% at 4 eV. It errs on the low side everywhere below Lyman alpha, since each term $f_n/(\omega_n^2-\omega^2)$ is positive there and grows with $\omega$. At 8 eV two terms no longer suffice: the expansion in $\omega$ is limited by the pole at 10.20 eV.

## 5. The polarizability at any frequency below threshold

Write a p state as $u(r)/r$ times an angular function. The radial Hamiltonian is $h=-\frac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r$, and the source is $g=r\,u_{1s}=2r^2e^{-r}$. The angular integral gives $1/3$, so

$$\alpha(\omega)=\frac13\left[F(\sqrt{1-2\omega})+F(\sqrt{1+2\omega})\right],\qquad F(\kappa)=\left\langle g\left|\left(h+\frac{\kappa^2}2\right)^{-1}\right|g\right\rangle,$$

because $E_0\pm\omega=-\kappa^2/2$ means $\kappa^2=1\mp2\omega$.

**Basis.** Take $S_n=r^2e^{-\kappa r}L(\rho)$ with $L=L^{3}_{n-2}$, $\rho=2\kappa r$ and $n\ge2$. Direct differentiation gives

$$\left(-\frac12\frac{d^2}{dr^2}+\frac1{r^2}+\frac{\kappa^2}2\right)S_n=\kappa r\,e^{-\kappa r}\left\{2L-\left[\rho L''+(4-\rho)L'\right]\right\}.$$

Laguerre's equation, $\rho L''+(4-\rho)L'=-(n-2)L$, turns the brace into $nL$. The right side is thus $(n\kappa/r)S_n$, and

$$\left(h+\frac{\kappa^2}2\right)S_n=\frac{n\kappa-1}rS_n .$$

These Sturmian functions form a complete set for the regular p-wave response. They are orthogonal with weight $1/r$, with norm

$$N_n=\int_0^\infty\frac{S_n^2}r\,dr=\frac{(n+1)!}{(n-2)!\,(2\kappa)^4}=\frac{n(n^2-1)}{16\kappa^4}.$$

Expand the solution of $(h+\kappa^2/2)v=g$ as $v=\sum c_nS_n$ and project on $S_n$. This gives $c_n=b_n/[N_n(n\kappa-1)]$ with $b_n=\langle S_n|g\rangle$, so $F=\sum_nb_n^2/[N_n(n\kappa-1)]$.

**Overlaps.** Use the generating function $\sum_kt^kL_k^3(\rho)=(1-t)^{-4}e^{-\rho t/(1-t)}$ and define $\xi=(1-\kappa)/(1+\kappa)$. The total exponent in the overlap integral is

$$1+\kappa+\frac{2\kappa t}{1-t}=\frac{(1+\kappa)(1-\xi t)}{1-t}.$$

With $\int_0^\infty r^4e^{-sr}dr=24/s^5$,

$$\sum_kt^kb_{k+2}=\frac{48}{(1+\kappa)^5}\frac{1-t}{(1-\xi t)^5}.$$

Since $(1-\xi t)^{-5}=\sum_k\binom{k+4}4\xi^kt^k$, the coefficient with $k=n-2$ is

$$b_n=\frac{2n(n^2-1)}{(1+\kappa)^5}\left[(n+2)\xi^{n-2}-(n-2)\xi^{n-3}\right],$$

where the second term is absent for $n=2$. The result is

$$\boxed{F(\kappa)=\frac{64\kappa^4}{(1+\kappa)^{10}}\sum_{n\ge2}\frac{n(n^2-1)\left[(n+2)\xi^{n-2}-(n-2)\xi^{n-3}\right]^2}{n\kappa-1}}$$

Below threshold $|\xi|<1$ and the series converges away from the poles. At $\omega=0$, $\kappa=1$ and $\xi=0$. Then $n=2$ gives $6\cdot16/1=96$, $n=3$ gives $24\cdot1/2=12$, and the other terms vanish. Hence $F=(64/1024)\cdot108=27/4$ and $\alpha(0)=\frac23\cdot\frac{27}4=\frac92$, as in section 4. As a separate test, $h$ was diagonalized in a fixed Laguerre basis. The resulting $\alpha$ agrees with the formula at seven frequencies, three of them between the two lines.

**Line strengths.** The poles at $\kappa=1/n$ are the Lyman lines. Near one of them $\kappa^2-1/n^2=2(\omega_n-\omega)$, so $n\kappa-1\approx n^2(\omega_n-\omega)$. There $\xi=(n-1)/(n+1)$, and $(n+2)\xi-(n-2)=2n/(n+1)$. The coefficient of $1/(\omega_n-\omega)$ in $F$ is the squared radial integral $R_n^2=3|z_{n0}|^2$:

$$R_n^2=\frac{256\,n^7(n-1)^{2n-5}}{(n+1)^{2n+5}},\qquad f_n=\frac23\omega_nR_n^2 .$$

For example, $f_2=\frac23\cdot\frac38\cdot\frac{32768}{19683}=0.4162$. Likewise $f_3=0.0791$.

## 6. The zero between Lyman alpha and Lyman beta

Between neighbouring poles

$$\frac{d\alpha}{d\omega}=2\omega\sum_n\frac{f_n}{(\omega_n^2-\omega^2)^2}>0 .$$

Just above Lyman alpha the 2p term drives $\alpha$ to $-\infty$. Just below Lyman beta the 3p term drives it to $+\infty$. A continuous increasing function between these limits has one zero. Below Lyman alpha there is none, since all terms are positive.

At 10.5, 11.0, 11.5 and 12.0 eV the polarizability is $-46.4$, $-13.3$, $-3.64$ and $+22.2$ a.u., so the zero lies between the last two energies. Solving $\alpha(\omega_0)=0$ with the closed formula gives

$$\omega_0=0.42954,\qquad \frac{\omega_0}{\omega_{\rm ion}}=0.8591,\qquad 11.688\ \text{eV}\ \text{or}\ 1060.8\ \text{angstrom}.$$

The interference can be read term by term. With $\omega_0^2=0.184503$,

$$\text{2p:}\ \frac{0.416197}{0.140625-0.184503}=-9.485,\qquad \text{3p:}\ \frac{0.079102}{0.197531-0.184503}=+6.07 .$$

All higher p states, bound and continuum, add $+3.41$, which completes the cancellation. The 2p oscillator is driven above its resonance and moves in antiphase with the others, which are driven below theirs.

If 2p and 3p alone are kept, the condition $f_2/(\omega^2-\omega_2^2)=f_3/(\omega_3^2-\omega^2)$ gives

$$\omega^2=\frac{f_2\omega_3^2+f_3\omega_2^2}{f_2+f_3},$$

or 11.812 eV, which is 0.124 eV too high. The direction of the error follows from the signs: the omitted terms are positive and raise the increasing function $\alpha$, so its zero moves down.

Near $\omega_0$ the amplitude is linear in $\omega-\omega_0$, so the elastic cross section touches zero quadratically.

**Moving nucleus.** For reduced mass $\mu$ in units of $m_e$, the substitution $\mathbf r\to\mathbf r/\mu$ turns $p^2/2\mu-1/r$ into $\mu H$. All internal frequencies, including that of the zero, scale by $\mu$. For a nucleus with the mass of the proton, $\mu=0.999456$ and the wavelength becomes 1061.3 angstrom. Photon recoil is neglected here.

## 7. What remains at the zero

What vanishes is the second-order elastic amplitude, not the total scattering. At $\omega_0$ the atom can also be left in 2s while a photon of frequency $\omega'=\omega_0-3/8=0.05454$, or 1.484 eV, goes out. Two dipole steps preserve parity, which excludes 2p as a final state, and the $n=3$ levels are out of reach below Lyman beta. So 2s is the one Raman channel in this order. The diagonalization gives $M=82.4$ a.u., and section 2 gives

$$\frac{\sigma_{\rm Raman}}{\sigma_T}=\omega_0\omega'^3M^2=0.42954\times(0.05454)^3\times(82.4)^2\approx0.473,$$

or $3.15\times10^{-9}$ square angstrom. This is not a small background: it slightly exceeds the elastic value at 11.5 eV, $0.423\,\sigma_T$. A detector that does not separate the 1.484 eV photons from the 11.688 eV ones would see no zero.

The elastic channel itself is not strictly dark in a real atom. The optical theorem requires the forward elastic amplitude to have an imaginary part $\omega\sigma_{\rm tot}/(4\pi c)$. This is positive at $\omega_0$ because of the Raman channel, and it enters beyond the order kept here. It is very small: about $5\times10^{-8}$ of the Thomson amplitude $1/c^2$, or $3\times10^{-15}\,\sigma_T$ in the cross section. Terms beyond the dipole approximation matter more. The diamagnetic response $\chi=-\langle r^2\rangle/(6c^2)=-1/(2c^2)$ alone scatters with $\sigma_T(\omega_0^2\chi)^2\approx2\times10^{-11}\,\sigma_T$. Both are negligible beside the Raman channel. Fine structure and the variation of the field across the atom are left out as well, so the wavelengths above are those of the nonrelativistic dipole model. The numerical output after these notes gives the values to more digits.

## Numbers as computed

```
Ionization energy, fixed nucleus: 13.6057 eV
Thomson cross section: 6.65246e-09 angstrom^2
Static polarizability: 9/2 a.u.
omega^2 coefficient of alpha: 319/12 a.u.
Leading coefficient of sigma/sigma_T: 81/64 = 1.265625
Relative x^2 correction: 319/108 = 2.95370
Below Lyman alpha: sigma/sigma_T (dimensionless)
energy (eV), full, leading law, law with x^2 correction
   1.0  3.75306e-05  3.69337e-05  3.75230e-05
   2.0  6.30671e-04  5.90939e-04  6.28655e-04
   4.0  1.24733e-02  9.45502e-03  1.18689e-02
   8.0  7.42875e-01  1.51280e-01  3.05766e-01
Between the lines: energy (eV), alpha (a.u.), sigma/sigma_T
  10.5  -46.3921  4.77136e+01
  11.0  -13.3092  4.73012e+00
  11.5  -3.6398  4.22611e-01
  12.0  22.2252  1.86816e+01
Lyman alpha energy: 10.2043 eV
Lyman alpha wavelength: 1215.023 angstrom
Lyman beta energy: 12.0939 eV
Lyman beta wavelength: 1025.175 angstrom
Zero, frequency: 0.42953765 a.u.
Zero, omega/omega_ion: 0.8590753
Zero, photon energy: 11.68831 eV
Zero, wavelength, fixed nucleus: 1060.753 angstrom
Zero, wavelength, proton reduced mass: 1061.331 angstrom
Oscillator strength 1s-2p: 0.416197
Oscillator strength 1s-3p: 0.079102
alpha at zero, 2p part: -9.48540 a.u.
alpha at zero, 3p part: 6.07153 a.u.
alpha at zero, all higher states: 3.41387 a.u.
Zero if only 2p and 3p are kept: 11.81246 eV
Raman photon energy at the zero: 1.48405 eV
Raman amplitude M to 2s at the zero: 82.40675 a.u.
Raman sigma/sigma_T at the zero: 4.73169e-01
Raman cross section at the zero: 3.14774e-09 angstrom^2
```
